\section*{Capillary pressure of rinse water between two resist walls}

\section*{Problem}

After development, a dense pattern of resist lines is rinsed with water and dried. At one moment of the drying, water still fills the slot between two neighbouring lines up to their top edges, and its surface is just beginning to recede down the walls. Treat the lines as long, parallel, rigid, vertical walls a distance $d=20$ nm apart. The water has surface tension $\gamma=72$ mN/m and wets the walls perfectly, so its contact angle is $\theta=0$.

\begin{enumerate}
\item[(a)] Find the pressure difference across the water surface. Which side has the lower pressure?
\item[(b)] The gas above is at one atmosphere. What is the absolute pressure in the water?
\item[(c)] Under what condition does this pressure difference push a line sideways?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item The surface is curved across the slot but straight along it. Balance the forces on a narrow strip of surface, per unit length of slot.
\item Let $\psi$ be the angle between the surface and the horizontal. What is $\psi$ at mid-gap, and what is it at the wall?
\item Work in nm, mN/m and MPa. Since $10^{-3}\,\mathrm{N/m}$ divided by $10^{-9}\,\mathrm{m}$ is $10^{6}$ Pa, one (mN/m)/nm is one MPa.
\item For (c), consider both faces of the line.
\end{enumerate}

\section*{Solution}

\subsection*{The pressure jump at a curved surface}

Let $x$ run across the slot from mid-gap and $s$ be the arc length along the surface, with the water below. The unit tangent is $(\cos\psi,\sin\psi)$, and the unit normal pointing into the gas is $\mathbf n=(-\sin\psi,\cos\psi)$. A strip of width $ds$ is pulled at its two ends by surface tension. The pulls nearly cancel and leave
\begin{equation}
\gamma\,(\cos\psi,\sin\psi)\Big|_{s}^{s+ds}=\gamma\,d\psi\,(-\sin\psi,\cos\psi)=\gamma\,d\psi\,\mathbf n .
\end{equation}
The water pushes the strip with $p_{\rm liq}\,ds\,\mathbf n$ and the gas with $-p_{\rm gas}\,ds\,\mathbf n$. The sum of all forces must vanish, so
\begin{equation}
\Delta p\equiv p_{\rm gas}-p_{\rm liq}=\gamma\,\frac{d\psi}{ds}.
\label{eq:local}
\end{equation}
A surface that bends upward towards the walls has $d\psi/ds>0$. The water is then the low-pressure side.

\subsection*{From the local law to the slot}

Gravity changes the water pressure by only $3.9\times10^{-4}$ Pa over a height of 40 nm, so $\Delta p$ may be taken as uniform. Multiply (\ref{eq:local}) by $dx=\cos\psi\,ds$:
\begin{equation}
\Delta p\,dx=\gamma\cos\psi\,d\psi=\gamma\,d(\sin\psi).
\end{equation}
By symmetry $\psi=0$ at $x=0$, and integration gives
\begin{equation}
\sin\psi=\frac{\Delta p\,x}{\gamma}.
\label{eq:sine}
\end{equation}
The contact angle is measured through the water, between the wall and the surface. The wall is vertical and $\psi$ is measured from the horizontal, so $\psi=\pi/2-\theta$ at $x=d/2$, and there $\sin\psi=\cos\theta$. Equation (\ref{eq:sine}) becomes
\begin{equation}
\Delta p=\frac{2\gamma\cos\theta}{d}.
\label{eq:slot}
\end{equation}
Since $d\psi/ds$ is constant, the surface is a circular arc of radius $R=\gamma/\Delta p=d/(2\cos\theta)$.

\subsection*{Numbers for (a) and (b)}

With $\theta=0$ the radius is $R=10$ nm, half the gap, and
\begin{equation}
\Delta p=\frac{2\times72}{20}\ \mathrm{MPa}=7.2\ \mathrm{MPa},
\end{equation}
or about 71 atm. The absolute pressure in the water is
\begin{equation}
p_{\rm liq}=0.10-7.20=-7.10\ \mathrm{MPa}.
\end{equation}
A negative pressure means that the water is under tension: it pulls on the walls.

Could the water tear instead? In bulk water under tension $T=7.10$ MPa, making an empty bubble of radius $r$ costs the work
\begin{equation}
W(r)=4\pi r^2\gamma-\tfrac43\pi r^3T .
\end{equation}
Setting $dW/dr=8\pi r\gamma-4\pi r^2T=0$ gives the critical radius $r_*=2\gamma/T=20.3$ nm. Inserting $r_*T=2\gamma$ gives the barrier $W(r_*)=\tfrac43\pi r_*^2\gamma$, which is about $3\times10^4\,kT$ at 298 K. Thermal fluctuations do not supply this energy, and a sphere of that radius would not even fit in the slot. The estimate does not cover gas pockets already present on the walls.

\subsection*{Check by energy}

Raise the water by $dz$ without changing the shape of its surface. Per unit length of slot, two wall strips of total area $2\,dz$ become wet. By Young's equation each unit of area releases $\gamma\cos\theta$; for $\theta=0$ this refers to a wall that already carries its equilibrium film (Variation 1). The added water has cross-section $d\,dz$. Bringing it from a reservoir at $p_{\rm liq}$ and displacing gas at $p_{\rm gas}$ costs $\Delta p\,d\,dz$. In equilibrium the two energies are equal,
\begin{equation}
2\gamma\cos\theta\,dz=\Delta p\,d\,dz ,
\end{equation}
which is (\ref{eq:slot}) again.

This argument does not need the shape of the surface, but the shape can be found from energy too. For the data of the problem, the surface energy was minimized numerically over half-elliptic surfaces of variable depth at fixed water cross-section. The minimum lies at a depth of 10.00 nm, which is the half-circle, and the change of the minimum energy with cross-section gives 7.200 MPa.

\subsection*{Answer to (c)}

If water stands equally high on both faces of a line, under menisci of equal curvature, the two loads cancel. A net load appears when the faces differ, for example when one slot has dried before its neighbour. With gas on one face and water on the other, the line is pushed towards the water by $\Delta p$ over its wetted height. The surface also pulls directly on the line at the contact line, with horizontal component $\gamma\sin\theta$ per unit length. This vanishes for perfect wetting.

\subsection*{Other angles and shapes}

At fixed $\gamma$ and $d$, $\Delta p$ falls as $\cos\theta$: it is 6.2 MPa at $30^\circ$, 3.6 MPa at $60^\circ$ and zero at $90^\circ$. Beyond $90^\circ$ the surface bulges into the gas and the water is the high-pressure side.

A round hole of diameter $d$ obeys a different formula. There the vertical pull $\pi d\,\gamma\cos\theta$ around the rim balances $\Delta p\,\pi d^2/4$, so $\Delta p=4\gamma\cos\theta/d$, twice the slot value. The hole is curved in two directions, the slot in one.

\subsection*{The model beside a real resist}

Lines and spaces of about 20 nm, with lines about twice as high as wide, are in the range of extreme-ultraviolet lithography. Perfect wetting is not typical of water on resist. A rough contact angle of $60^\circ$ halves the pressure difference to 3.6 MPa. It does not halve the sideways load on a line with water on one face only, because the surface then also pulls on the top edge with $\gamma\sin\theta=62$ mN/m. For the line of Variation 2, this pull moves the tip about as far as the pressure does. The assumption of rigid walls fails in the other direction, as Variation 2 shows. Three further effects are small:
\begin{itemize}
\item The surface tension of so curved a surface may differ from the flat value. Putting a rough Tolman length of 0.1 nm, of uncertain sign, into $\gamma/R$ at fixed $R$ would suggest a shift of about 0.07 MPa either way. In a long slot this first-order shift cancels: the energy argument above involves only the energies of the flat walls, not that of the curved surface.
\item Warming by 5 K lowers $\Delta p$ by about 0.08 MPa, for a rough slope of 0.15 mN/m per K.
\item End walls 1000 nm apart would add at most about $2\gamma/(1000\ \mathrm{nm})=0.14$ MPa.
\end{itemize}

\section*{Variation 1: the film on a perfectly wetted wall}

\textit{Perfect wetting leaves a thin water film on the wall above the meniscus. Let the wall attract the water with a disjoining pressure $K/y^3$ at distance $y$ from the wall, where $K=A/6\pi$ and the Hamaker constant is roughly $A=10^{-20}$ J. How does $\Delta p$ change?}

The attraction carries part of the pressure difference, so (\ref{eq:local}) becomes $\gamma\,d\psi/ds=\Delta p-K/y^3$. The flat film of thickness $t$ has no curvature, hence $\Delta p=K/t^3$. Multiply by $dx$ as before and integrate from mid-gap, where $\sin\psi=0$, to the film, where $\sin\psi=1$:
\begin{align}
\gamma&=\int_t^{d/2}\left(\Delta p-\frac{K}{y^3}\right)dy
=\Delta p\left(\frac d2-t\right)-\frac K2\left(\frac1{t^2}-\frac4{d^2}\right).
\end{align}
The term $4/d^2$ is smaller than $1/t^2$ by the factor $(2t/d)^2$ and is dropped. With $K/t^2=\Delta p\,t$,
\begin{equation}
\gamma=\Delta p\left(\frac d2-\frac{3t}2\right),\qquad
\Delta p=\frac{2\gamma}{d-3t}.
\end{equation}
Solving this together with $\Delta p=K/t^3$ gives $t=0.41$ nm and
\begin{equation}
\Delta p=\frac{144}{20-1.23}\ \mathrm{MPa}\approx7.7\ \mathrm{MPa},
\end{equation}
about 7\% above the sharp-surface value. A film this thin is of molecular size, so a continuum law gives the size of the correction and not its precise value.

\section*{Variation 2: walls that bend}

\textit{Two neighbouring lines of height $h=40$ nm and width $w=20$ nm have water between them and gas on their outer faces. The resist has a rough Young modulus $E=2$ GPa and Poisson ratio $\nu=0.35$. Is the rigid-wall answer safe?}

Each line is treated as a cantilever under the uniform load $\Delta p$. The surface also pulls down on the inner top edge. Taken alone, this would move the tip by a further 0.4 nm or so, but surface stresses in the solid can offset it, and it is left out here. At height $z$ above the foot, the shear force and bending moment per unit length of line are
\begin{equation}
V=\Delta p\,(h-z),\qquad M=\tfrac12\Delta p\,(h-z)^2 .
\end{equation}
A long line cannot strain along its length, so the bending modulus is $E'=E/(1-\nu^2)=2.28$ GPa. The second moment of area is $I=w^3/12$. The bend $M\,dz/(E'I)$ at height $z$ moves the tip by $(h-z)$ times that angle. Shear adds the slope $\tfrac65V/(Gw)$, where $\tfrac65$ is the usual factor for a rectangular section and $G=E/[2(1+\nu)]=0.741$ GPa. The tip shift is
\begin{align}
u&=\int_0^h\frac{\Delta p\,(h-z)^3}{2E'I}\,dz+\int_0^h\frac{6\,\Delta p\,(h-z)}{5Gw}\,dz\nonumber\\
&=\left(\frac{3h^4}{2E'w^3}+\frac{3h^2}{5Gw}\right)\Delta p\equiv c\,\Delta p .
\end{align}
The two parts give $c=0.2106+0.0648=0.2754$ nm/MPa. At 7.2 MPa each tip moves 2.0 nm, and the two together close a fifth of the gap. The walls are not rigid.

The narrower gap $g=d-2c\,\Delta p$ at the top raises the pressure to $\Delta p=2\gamma/g$, if the tilt of the walls is neglected. Eliminating $\Delta p$,
\begin{equation}
g^2-d\,g+4c\gamma=0,\qquad g=\frac{d\pm\sqrt{d^2-16c\gamma}}{2}.
\end{equation}
An equilibrium is stable if a small extra shift $\delta u$ raises the elastic resistance, $\delta u/c$, more than the capillary pressure, $4\gamma\,\delta u/g^2$. This requires $g^2>4c\gamma$. The product of the two roots is $4c\gamma$, so the larger gap is stable and the smaller one is not. The stable state has $g=14.5$ nm and
\begin{equation}
\Delta p=\frac{144}{14.55}\ \mathrm{MPa}\approx9.9\ \mathrm{MPa},
\end{equation}
more than a third above the rigid-wall value.

If $16c\gamma>d^2$, the model has no equilibrium with a surface that recedes at $\theta=0$. A flatter surface, still held at the top edges and meeting the walls at an angle $\beta>0$, exerts the smaller pressure $2\gamma\cos\beta/g$ but also pulls each tip inward with $\gamma\sin\beta$. This pull moves the tip by $h^3/(3E'I)+6h/(5Gw)=0.0173$ nm per mN/m. A slightly flatter surface therefore loads the pair more, not less: for the data above the gap is smallest, 13.7 nm, near $\beta=23^\circ$. Only a much flatter surface can stay in equilibrium beyond the threshold. Here $16c\gamma/d^2=0.79$. Since $c$ is proportional to $1/E$, a modulus about a fifth lower would remove the equilibrium with a receding surface, with everything else held fixed. The true margin of the model is smaller. During drying the held surface passes through all $\beta$ from $90^\circ$ to $0$, and equilibrium fails near $\beta=17^\circ$ once the modulus is 17\% lower. If the downward pull on the edge were kept in full, the settled pressure at $\theta=0$ would be about 10.9 MPa and the margin only about 10\%. The modulus is not known that well, so this model cannot decide whether the pair survives.

The stress at the foot of the line points the same way. It is $M(0)\,(w/2)/I=3\Delta p\,h^2/w^2$, or 86 MPa already at 7.2 MPa. Glassy polymers yield at stresses of roughly this order, so linear elasticity is itself doubtful here. Lines only twice as high as wide also stretch the beam formula. The rigid-wall result is therefore the load computed for undeflected lines, not the final load on a soft pair of lines.

\section*{Computed results}
\begin{verbatim}
surface tension: 72.0 mN/m
wall distance: 20.0 nm
meniscus radius, perfect wetting: 10.0 nm
pressure difference, formula: 7.200 MPa
same in atmospheres: 71.1 atm
shooting result at 0 deg: 7.2000 MPa
shooting result at 30 deg: 6.2354 MPa
shooting result at 60 deg: 3.6000 MPa
energy-derivative result: 7.2000 MPa
meniscus depth of least energy: 10.000 nm
gas pressure: 0.1013 MPa
absolute liquid pressure: -7.099 MPa
Hamaker constant (rough): 1.0e-20 J
adsorbed film thickness: 0.410 nm
pressure difference with film: 7.672 MPa
line height: 40.0 nm
line width: 20.0 nm
Young modulus (rough): 2.00 GPa
Poisson ratio (rough): 0.35 (no unit)
plane-strain modulus E': 2.279 GPa
shear modulus G: 0.741 GPa
bending part of compliance: 0.2106 nm/MPa
shear part of compliance: 0.0648 nm/MPa
total compliance c: 0.2754 nm/MPa
tip shift at rigid-wall pressure: 1.983 nm
foot stress at rigid-wall pressure: 86.4 MPa
settled pressure, flexible pair: 9.90 MPa
settled tip shift per wall: 2.73 nm
settled gap at the top: 14.55 nm
critical bubble radius: 20.29 nm
temperature for barrier: 298.15 K
bubble barrier over kT: 3.01e+04 (no unit)
Tolman length size (rough): 0.10 nm
curvature shift, either sign: 0.072 MPa
surface tension drop (rough): 0.15 mN/m per K
pressure drop for 5 K warming: 0.075 MPa
distance between end walls: 1000 nm
end-wall increase, upper estimate: 0.144 MPa
water density (rough): 997 kg/m^3
gravity over line height: 3.91e-04 Pa
\end{verbatim}
